# Spin waves of an incommensurate spiral and their three neutron branches: test program

```python
# RESULT UNDER TEST
# A planar spiral of wavevector Q on a Bravais lattice, with
# H = (1/2) sum_ij J_ij S_i.S_j, has one magnon branch
#   w(k) = S sqrt([J(k)-J(Q)] [Jt(k)-J(Q)]),  Jt(k) = [J(k+Q)+J(k-Q)]/2,
# and unpolarized neutrons at q see it at w(q), w(q+Q) and w(q-Q).
# S: spin length; J1, J2: first and second neighbour exchange along c;
# JP: nearest-neighbour exchange in the ab plane (all in meV, hbar = 1).
# Wavevectors are in radians per lattice spacing unless marked r.l.u.
# W_in, W_out: one-magnon weights of in-plane and out-of-plane fluctuations.
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar

S, J1, J2, JP = 2.0, -1.0, 1.0, -1.0
TWO_PI = 2 * np.pi
Q = np.arccos(-J1 / (4 * J2))


def exchange(kx, ky, kz):
    return (2 * J1 * np.cos(kz) + 2 * J2 * np.cos(2 * kz)
            + 2 * JP * (np.cos(kx) + np.cos(ky)))


def boson_coefficients(kx, ky, kz, pitch=Q):
    """Return A+B and A-B of the quadratic boson Hamiltonian."""
    minimum = exchange(0, 0, pitch)
    shifted = 0.5 * (exchange(kx, ky, kz + pitch)
                     + exchange(kx, ky, kz - pitch))
    return S * (shifted - minimum), S * (exchange(kx, ky, kz) - minimum)


def magnon(kx, ky, kz, pitch=Q):
    """Return energy, W_in and W_out."""
    plus, minus = boson_coefficients(kx, ky, kz, pitch)
    energy = np.sqrt(plus * minus)
    return energy, S * minus / (2 * energy), S * plus / (2 * energy)


# Laboratory-frame precession: dS/dt = S x (local field + applied field).
def skew(v):
    return np.array([[0, -v[2], v[1]], [v[2], 0, -v[0]], [-v[1], v[0], 0]])


def precession(n, pitch, kx, ky, periodic):
    motion = np.zeros((n, 3, n, 3))
    drive = np.zeros((n, 3, n, 3))

    def spin(i):
        return S * np.array([np.cos(pitch * i), np.sin(pitch * i), 0.0])

    bonds = {1: J1, -1: J1, 2: J2, -2: J2}
    for i in range(n):
        s = spin(i)
        field = -4 * JP * s - sum(J * spin(i + d) for d, J in bonds.items())
        motion[i, :, i, :] -= skew(field)
        motion[i, :, i, :] -= 2 * JP * (np.cos(kx) + np.cos(ky)) * skew(s)
        drive[i, :, i, :] = skew(s)
        for d, J in bonds.items():
            j = (i + d) % n if periodic else i + d
            if 0 <= j < n:
                motion[i, :, j, :] -= J * skew(s)
    return motion.reshape(3 * n, 3 * n), drive.reshape(3 * n, 3 * n)


# Classical minimum and incommensurability
found = minimize_scalar(lambda k: exchange(0, 0, k), bounds=(0.1, 3.0),
                        method="bounded", options={"xatol": 1e-10})
assert abs(found.x - Q) < 1e-6
mesh = np.linspace(-np.pi, np.pi, 61)
grid = np.meshgrid(mesh, mesh, mesh, indexing="ij")
assert exchange(*grid).min() >= exchange(0, 0, Q) - 1e-12
assert np.abs(np.sin(np.arange(1, 2001) * Q / 2)).min() > 1e-5

# All poles and residues in a periodic approximant to the spiral
h_rlu, l_rlu = 0.2, 0.3
qx, qz = TWO_PI * h_rlu, TWO_PI * l_rlu
n_cell, turns, q_index = 62, 13, 19
pitch = TWO_PI * turns / n_cell
q_cell = TWO_PI * q_index / n_cell
motion, drive = precession(n_cell, pitch, qx, 0.0, True)
rates, vectors = np.linalg.eig(motion)
energies = (1j * rates).real
assert np.abs(rates.real).max() < 1e-7
positive = np.sort(energies[energies > 1e-5])
all_k = TWO_PI * np.arange(n_cell) / n_cell
predicted = np.sort(magnon(qx, 0.0, all_k, pitch)[0])
assert len(positive) == n_cell
spectrum_error = np.abs(positive - predicted).max()
assert spectrum_error < 1e-7

wave = np.kron(np.exp(1j * q_cell * np.arange(n_cell))[:, None], np.eye(3))
left = wave.conj().T @ vectors / n_cell
right = np.linalg.solve(vectors, drive @ wave)
groups = []
for index in np.argsort(energies):
    if energies[index] < 1e-5:
        continue
    residue = -1j * np.outer(left[:, index], right[index])
    if groups and abs(energies[index] - groups[-1][0]) < 1e-6:
        groups[-1][1] += residue
    else:
        groups.append([energies[index], residue])
lines = [g for g in groups if np.abs(g[1]).max() > 1e-7]
assert len(lines) == 3

expected = []
e, w_in, w_out = magnon(qx, 0.0, q_cell, pitch)
unit = np.array([qx, 0.0, q_cell]) / np.hypot(qx, q_cell)
expected.append((e, np.diag([0, 0, w_out]).astype(complex),
                 (1 - unit[2] ** 2) * w_out))
for sign in (-1, 1):
    e, w_in, w_out = magnon(qx, 0.0, q_cell + sign * pitch, pitch)
    tensor = np.zeros((3, 3), complex)
    tensor[:2, :2] = w_in / 4 * np.array([[1, -sign * 1j], [sign * 1j, 1]])
    expected.append((e, tensor, (1 + unit[2] ** 2) * w_in / 4))
expected.sort(key=lambda item: item[0])
projector = np.eye(3) - np.outer(unit, unit)
residue_error = 0.0
for (energy, residue), (e, tensor, intensity) in zip(lines, expected):
    assert abs(energy - e) < 1e-7
    residue_error = max(residue_error, np.abs(residue - tensor).max())
    assert abs(np.sum(projector * residue) - intensity) < 1e-7
assert residue_error < 1e-7

# Complex susceptibility at the true incommensurate Q, long open segment
n_long = 401
sites = np.arange(n_long)
centre = sites[100:301]
motion, drive = precession(n_long, Q, qx, 0.0, False)
harmonics = np.exp(1j * np.outer(centre, [qz, qz + 2 * Q, qz - 2 * Q]))
here = magnon(qx, 0.0, qz)
lower = magnon(qx, 0.0, qz - Q)
upper = magnon(qx, 0.0, qz + Q)
fields = np.kron(np.exp(1j * qz * sites)[:, None], np.eye(3))
susceptibility_error = 0.0
for z in (3 + 2j, 5 + 2j, 7 + 2j, 9 + 2j):
    answer = np.linalg.solve(-1j * z * np.eye(3 * n_long) - motion,
                             drive @ fields).reshape(n_long, 3, 3)
    formula_x = sum(0.25 * m[1] * 2 * m[0] / (m[0] ** 2 - z ** 2)
                    for m in (lower, upper))
    formula_z = here[2] * 2 * here[0] / (here[0] ** 2 - z ** 2)
    for axis, formula in ((0, formula_x), (1, formula_x), (2, formula_z)):
        signal = answer[centre, axis, axis]
        fit = np.linalg.lstsq(harmonics, signal, rcond=None)[0]
        assert np.abs(harmonics @ fit - signal).max() < 1e-6
        susceptibility_error = max(susceptibility_error,
                                   abs(fit[0] - formula))
assert susceptibility_error < 1e-6

# Quantum weights from explicit boson number states of the pair k, -k
plus, minus = boson_coefficients(qx, 0.0, qz)
A, B = (plus + minus) / 2, (plus - minus) / 2
number = np.arange(100)
off0 = B * (number[:-1] + 1)
off1 = B * np.sqrt((number[:-1] + 1) * (number[:-1] + 2))
H0 = np.diag(2 * A * number) + np.diag(off0, 1) + np.diag(off0, -1)
H1 = np.diag(A * (2 * number + 1)) + np.diag(off1, 1) + np.diag(off1, -1)
values0, states0 = np.linalg.eigh(H0)
values1, states1 = np.linalg.eigh(H1)
ground, excited = states0[:, 0], states1[:, 0]
create = np.sum(excited * np.sqrt(number + 1) * ground)
destroy = np.sum(excited[:-1] * np.sqrt(number[1:]) * ground[1:])
assert abs(values1[0] - values0[0] - here[0]) < 1e-8
assert abs(S / 2 * (create + destroy) ** 2 - here[1]) < 1e-8
assert abs(S / 2 * (create - destroy) ** 2 - here[2]) < 1e-8
occupation = np.sum(number * ground ** 2)
assert abs(occupation - (A / here[0] - 1) / 2) < 1e-8

# Goldstone velocities along c and limiting weights
curvature = -2 * J1 * np.cos(Q) - 8 * J2 * np.cos(2 * Q)
J_zero, J_Q = exchange(0, 0, 0), exchange(0, 0, Q)
J_twice = exchange(0, 0, 2 * Q)
velocity_0 = S * np.sqrt(curvature / 2 * (J_zero - J_Q))
velocity_Q = S * np.sqrt(curvature / 2 * ((J_zero + J_twice) / 2 - J_Q))
step = 1e-4
slope_0 = magnon(0, 0, step)[0] / step
slope_Q = (magnon(0, 0, Q + step)[0] + magnon(0, 0, Q - step)[0]) / (2 * step)
assert abs(slope_0 - velocity_0) < 1e-4
assert abs(slope_Q - velocity_Q) < 1e-4
near, far = magnon(0, 0, 0.001), magnon(0, 0, 0.002)
assert abs(near[1] / far[1] - 2) < 1e-2
assert abs(far[2] / near[2] - 2) < 1e-2
near_Q, far_Q = magnon(0, 0, Q + 0.001), magnon(0, 0, Q + 0.002)
assert abs(near_Q[2] / far_Q[2] - 2) < 2e-2


# Zero-point reduction of the ordered moment
def moment_reduction(points):
    k = TWO_PI * (np.arange(points) + 0.5) / points
    p, m = boson_coefficients(k[:, None, None], k[None, :, None],
                              k[None, None, :])
    return 0.5 * (np.mean((p + m) / (2 * np.sqrt(p * m))) - 1)


coarse, fine = moment_reduction(60), moment_reduction(90)
assert abs(coarse - fine) < 1e-3

# Worked example
to_THz = constants.e * 1e-3 / constants.h / 1e12
cos2 = qz ** 2 / (qx ** 2 + qz ** 2)
print(f"spin S = {S:.0f}")
print(f"J1, J2, Jp = {J1:.1f}, {J2:.1f}, {JP:.1f} meV")
print(f"cos Q = {np.cos(Q):.4f}")
print(f"Q = {Q / TWO_PI:.5f} r.l.u. along c")
print(f"turn angle per layer = {np.degrees(Q):.3f} degrees")
print(f"J(0) = {J_zero:.4f} meV")
print(f"J(Q) = {J_Q:.4f} meV")
print(f"J(2Q) = {J_twice:.4f} meV")
print(f"second derivative of J at Q = {curvature:.4f} meV a^2")
print(f"velocity at k=0 along c = {velocity_0:.4f} meV a")
print(f"velocity at k=Q along c = {velocity_Q:.4f} meV a")
print(f"q = ({h_rlu:.1f}, 0, {l_rlu:.1f}) r.l.u.")
print(f"squared cosine of angle between q and c = {cos2:.4f}")
for name, kz, mode in (("q", qz, here), ("q-Q", qz - Q, lower),
                       ("q+Q", qz + Q, upper)):
    p, m = boson_coefficients(qx, 0.0, kz)
    print(f"{name}: c component = {kz / TWO_PI:.5f} r.l.u.")
    print(f"{name}: A+B = {p:.4f} meV, A-B = {m:.4f} meV")
    print(f"{name}: energy = {mode[0]:.4f} meV = {mode[0] * to_THz:.4f} THz")
    print(f"{name}: W_in = {mode[1]:.4f}, W_out = {mode[2]:.4f}")
    if name == "q":
        along_c, along_b = (1 - cos2) * mode[2], mode[2]
    else:
        along_c, along_b = (1 + cos2) * mode[1] / 4, mode[1] / 4
    print(f"{name}: intensity, normal along c = {along_c:.4f}")
    print(f"{name}: intensity, normal along b = {along_b:.4f}")
print(f"moment reduction, 60^3 mesh = {coarse:.4f}")
print(f"moment reduction, 90^3 mesh = {fine:.4f}")
print(f"ordered spin, 90^3 mesh = {S - fine:.4f}")
print(f"approximant: {turns} turns in {n_cell} layers")
print(f"approximant: q = ({h_rlu:.1f}, 0, {q_index}/{n_cell}) r.l.u.")
print(f"approximant: magnon energies at this in-plane q = {len(positive)}")
print(f"approximant: lines with nonzero weight = {len(lines)}")
print(f"largest energy error = {spectrum_error:.1e} meV")
print(f"largest residue error = {residue_error:.1e}")
print(f"incommensurate segment = {n_long} layers")
print(f"largest susceptibility error = {susceptibility_error:.1e} 1/meV")
print("done: every assertion held")
```

Output:

```
spin S = 2
J1, J2, Jp = -1.0, 1.0, -1.0 meV
cos Q = 0.2500
Q = 0.20978 r.l.u. along c
turn angle per layer = 75.522 degrees
J(0) = -4.0000 meV
J(Q) = -6.2500 meV
J(2Q) = -1.1875 meV
second derivative of J at Q = 7.5000 meV a^2
velocity at k=0 along c = 5.8095 meV a
velocity at k=Q along c = 7.4057 meV a
q = (0.2, 0, 0.3) r.l.u.
squared cosine of angle between q and c = 0.6923
q: c component = 0.30000 r.l.u.
q: A+B = 10.4045 meV, A-B = 5.2639 meV
q: energy = 7.4006 meV = 1.7895 THz
q: W_in = 0.7113, W_out = 1.4059
q: intensity, normal along c = 0.4326
q: intensity, normal along b = 1.4059
q-Q: c component = 0.09022 r.l.u.
q-Q: A+B = 4.9387 meV, A-B = 5.5828 meV
q-Q: energy = 5.2509 meV = 1.2697 THz
q-Q: W_in = 1.0632, W_out = 0.9405
q-Q: intensity, normal along c = 0.4498
q-Q: intensity, normal along b = 0.2658
q+Q: c component = 0.50978 r.l.u.
q+Q: A+B = 4.7885 meV, A-B = 15.2262 meV
q+Q: energy = 8.5387 meV = 2.0647 THz
q+Q: W_in = 1.7832, W_out = 0.5608
q+Q: intensity, normal along c = 0.7544
q+Q: intensity, normal along b = 0.4458
moment reduction, 60^3 mesh = 0.0250
moment reduction, 90^3 mesh = 0.0250
ordered spin, 90^3 mesh = 1.9750
approximant: 13 turns in 62 layers
approximant: q = (0.2, 0, 19/62) r.l.u.
approximant: magnon energies at this in-plane q = 62
approximant: lines with nonzero weight = 3
largest energy error = 9.1e-14 meV
largest residue error = 3.8e-15
incommensurate segment = 401 layers
largest susceptibility error = 9.2e-16 1/meV
done: every assertion held
```
